# The field–temperature critical endpoint of a first-order ferroelectric

## Definitions and conventions

Consider a uniform ferroelectric with one polarization component $P$ in a macroscopic field $E$ along the same axis. Its free-energy density is

$$F(P)=\frac a2P^2-\frac b4P^4+\frac c6P^6-EP,\qquad b>0,\quad c>0. \tag{1}$$

The minus sign before $b$ makes the zero-field transition first order, and $c>0$ bounds $F$ from below. Temperature enters through

$$a=\alpha(T-T_0),\qquad \alpha>0, \tag{2}$$

while $b$ and $c$ are constants. At given $a$ and $E$ the equilibrium state is the global minimum of $F$ over $P$; a local minimum that is not global is metastable. This is a mean-field description: fluctuations of $P$, domains and depolarizing fields are left out.

Primes denote derivatives with respect to $P$ at fixed $a$ and $E$:

$$F'=aP-bP^3+cP^5-E, \tag{3}$$

$$F''=a-3bP^2+5cP^4, \tag{4}$$

$$F'''=-6bP+20cP^3,\qquad F''''=-6b+60cP^2. \tag{5}$$

A stationary state obeys $F'=0$, so the field that holds the polarization at $P$ is $E(P)=aP-bP^3+cP^5$. Its slope $dE/dP$ equals $F''$, the inverse of the susceptibility $\chi=dP/dE$. Reversing $P$ and $E$ together leaves $F$ unchanged, so every result at $E>0$ has a mirror image at $E<0$.

## The merging of two minima

On a first-order line in a field, two minima of equal depth are separated by one maximum. At a critical endpoint the two minima and the maximum merge into one minimum. Three zeros of $F'$ then coincide, which requires

$$F'=F''=F'''=0,\qquad F''''>0. \tag{6}$$

The last condition makes the merged point a minimum, since the first non-vanishing term of the expansion about it is then quartic and positive.

From (5), $F'''=2P(10cP^2-3b)=0$ has two kinds of solution.

The first is $P=0$. Then $F''=0$ gives $a=0$ and $F'=0$ gives $E=0$. But $F''''=-6b<0$, so this point is a local maximum. It marks the zero-field limit of supercooling, where the nonpolar state loses its stability, and it is not a critical endpoint.

The second is

$$P_c^2=\frac{3b}{10c}. \tag{7}$$

Setting (4) to zero gives the value of $a$:

$$a_c=3bP_c^2-5cP_c^4=\frac{9b^2}{10c}-\frac{45b^2}{100c}=\frac{9b^2}{20c}. \tag{8}$$

The field follows from (3), with the positive root $P_c$:

$$E_c=P_c\left(a_c-bP_c^2+cP_c^4\right)
=\frac{b^2}{c}P_c\left(\frac9{20}-\frac3{10}+\frac9{100}\right)
=\frac{6b^2}{25c}\sqrt{\frac{3b}{10c}}. \tag{9}$$

Finally, $F''''=-6b+18b=12b>0$, so all of (6) holds. The mirror endpoint has the same $a_c$, with polarization $-P_c$ and field $-E_c$.

## No transition above the endpoint

The conditions (6) are local. To show that the merged minimum is the equilibrium state, complete the square in (4). From (7) and (8), $10cP_c^2=3b$ and $5cP_c^4=a_c$, so

$$F''=a-a_c+5c\left(P^2-P_c^2\right)^2. \tag{10}$$

For $a>a_c$ the curvature is positive at every $P$. For $a=a_c$ it is non-negative and vanishes at the two isolated points $\pm P_c$. In both cases $E(P)$ increases strictly from $-\infty$ to $+\infty$, and each field has one stationary state, the global minimum. No first-order transition is possible for $a\ge a_c$.

For $a<a_c$ the curvature is negative near $P_c$. States there are unstable, and $E(P)$ has a falling section. For $0<a<a_c$ the edges of this section, the spinodal points, follow from $F''=0$:

$$P_\pm^2=P_c^2\pm\sqrt{\frac{a_c-a}{5c}}. \tag{11}$$

They meet at $P_c$ when $a\to a_c$. It remains to show that a line of equilibrium transitions reaches this point.

## The first-order line in closed form

Let $P_1<P_2$ be two minima with the common value $F_0$. Then $F-F_0$ has a double zero at each of them. It is a polynomial of degree six with leading coefficient $c/6$, so

$$F-F_0=\frac c6(P-P_1)^2(P-P_2)^2(P^2+pP+q), \tag{12}$$

with $p$ and $q$ to be found. Define $s=P_1+P_2$ and $m=P_1P_2$. The squared factors become

$$(P^2-sP+m)^2=P^4-2sP^3+(s^2+2m)P^2-2smP+m^2. \tag{13}$$

Multiply (12) by $6/c$ and compare powers of $P$ with (1). The fifth power is absent from $F$, so $p-2s=0$ and $p=2s$. With this value the other powers give

$$\begin{aligned}
P^4:&\quad q-3s^2+2m=-\frac{3b}{2c},\\
P^3:&\quad 2s(s^2+m-q)=0,\\
P^2:&\quad q(s^2+2m)-4s^2m+m^2=\frac{3a}{c},\\
P^1:&\quad 2sm(m-q)=-\frac{6E}{c}.
\end{aligned} \tag{14}$$

The cubic condition allows $s=0$ or $q=s^2+m$. If $s=0$, the last line gives $E=0$: this is the coexistence of opposite polarizations $\pm P$ at zero field. For a transition in a field, $s\ne0$ and $q=s^2+m$. The first line then reads $3m-2s^2=-3b/(2c)$, or

$$m=\frac{2s^2}{3}-\frac{b}{2c}. \tag{15}$$

The last line contains $m-q=-s^2$, hence

$$E=\frac c3\,s^3m. \tag{16}$$

In the third line, $(s^2+m)(s^2+2m)-4s^2m+m^2=s^4-s^2m+3m^2$. Inserting (15),

$$\begin{aligned}
\frac{3a}{c}&=s^4-\left(\frac{2s^4}{3}-\frac{bs^2}{2c}\right)+\left(\frac{4s^4}{3}-\frac{2bs^2}{c}+\frac{3b^2}{4c^2}\right)\\
&=\frac{5s^4}{3}-\frac{3bs^2}{2c}+\frac{3b^2}{4c^2},
\end{aligned}$$

and therefore

$$a=c\left(\frac{5s^4}{9}-\frac{bs^2}{2c}+\frac{b^2}{4c^2}\right). \tag{17}$$

Equations (15)–(17) give the line with $s$ as parameter. Two conditions fix its range.

First, $P_1$ and $P_2$ are the roots of $P^2-sP+m=0$ and must be real and distinct:

$$(P_2-P_1)^2=s^2-4m=\frac{2b}{c}-\frac{5s^2}{3}>0
\quad\Longrightarrow\quad s^2<\frac{6b}{5c}. \tag{18}$$

Second, no other state may lie lower. The last factor in (12) is $P^2+2sP+s^2+m=(P+s)^2+m$. If $m>0$ it is positive everywhere, so $F\ge F_0$ and both states are global minima. If $m<0$ it is negative around $P=-s$, where states with $F<F_0$ exist; the pair is then not in equilibrium. By (15), $m>0$ means $s^2>3b/(4c)$.

At the lower end of the range, $m=0$ and $E=0$. The states $P=0$ and $P=\pm P_0$, with $P_0^2=3b/(4c)$, have equal energy there. Equation (17) gives

$$a_0=\frac{b^2}{c}\left(\frac5{16}-\frac38+\frac14\right)=\frac{3b^2}{16c}. \tag{19}$$

This triple point is the zero-field first-order transition. At the upper end, $s^2=6b/(5c)=4P_c^2$ and $m=P_c^2$, so both polarizations equal $P_c$. Equation (17) gives $a=(b^2/c)(0.80-0.60+0.25)=9b^2/(20c)$, and (16) gives $E=(8c/3)P_c^5=6b^2P_c/(25c)$, in agreement with (8) and (9).

Between the ends,

$$\frac{da}{d(s^2)}=\frac{10c}{9}s^2-\frac b2>\frac{5b}{6}-\frac b2=\frac b3>0, \tag{20}$$

so $a$ rises steadily with $s^2$. Each $a$ between $a_0$ and $a_c$ thus has one positive transition field. In the plane of temperature and field, three first-order lines meet at the triple point. One lies at $E=0$ on the low-temperature side and separates the opposite polarizations $\pm P$. The other two run towards higher temperature, one for each sign of $E$, and each ends at its own critical endpoint.

Solving the quadratic (17) for $s^2$ gives the parameter directly from temperature:

$$s^2=\frac9{10}\left[\frac b{2c}+\sqrt{\frac{20a}{9c}-\frac{11b^2}{36c^2}}\right]. \tag{21}$$

The other root has $s^2\le9b/(20c)$, below the allowed range.

The slope of the line has a simple meaning. In a stationary state a small change of $P$ does not alter $F$ to first order, so $dF=\tfrac12P^2da-P\,dE$. Both phases must have the same $dF$ along the line:

$$\frac{dE}{da}=\frac{P_2^2-P_1^2}{2(P_2-P_1)}=\frac{P_1+P_2}{2}. \tag{22}$$

Heating favours the less polarized phase, and a larger field is needed to restore the balance. At the endpoint the slope is $P_c$, or $\alpha P_c$ per unit temperature. The part of the entropy density that depends on $P$ is $-\partial F/\partial T=-\alpha P^2/2$, so the latent heat per volume, $T\alpha(P_2^2-P_1^2)/2$, vanishes there together with the jump in $P$.

## Three temperatures that must be kept apart

At zero field the polar stationary states satisfy $a-bP^2+cP^4=0$, or

$$P^2=\frac{b\pm\sqrt{b^2-4ac}}{2c}. \tag{23}$$

They disappear above $a=b^2/(4c)$, the zero-field limit of superheating. In units of $b^2/c$, the equilibrium transition, this limit and the critical endpoint lie at $0.1875$, $0.25$ and $0.45$. Between the last two no polar state survives without a field, yet a field still produces a discontinuous jump. The absence of a metastable polar state at $E=0$ therefore does not show that the field-induced transition has become continuous.

## Behaviour close to the endpoint

Write $x=P-P_c$ and $\varepsilon=a-a_c$. In (10), $P^2-P_c^2=2P_cx+x^2$. Integrating $dE/dP=F''$ from $P_c$, and using $E(P_c)=E_c+\varepsilon P_c$, gives

$$\eta\equiv E-E_c-\varepsilon P_c=\varepsilon x+2bx^3+5cP_cx^4+cx^5. \tag{24}$$

The cubic coefficient is $20cP_c^2/3=2b$. No approximation has been made. The variable $\eta$ is the field measured from the straight line that passes through the endpoint with slope $P_c$. The quartic term is smaller than the cubic one by the factor $5cP_cx/(2b)=3x/(4P_c)$, so the leading laws below require $|x|\ll P_c$.

**Critical isotherm.** At $\varepsilon=0$,

$$P-P_c\simeq\left(\frac{E-E_c}{2b}\right)^{1/3}, \tag{25}$$

with the real cube root. The polarization is continuous, but its slope is infinite at $E_c$.

**Susceptibility.** On the line $\eta=0$ with $\varepsilon>0$, $x=0$ solves (24), and it is the only solution because $F$ is convex. The polarization stays at $P_c$, and

$$\chi=\frac1{a-a_c}. \tag{26}$$

The path matters. If the field is instead held at $E_c$ while the sample is heated, then $\eta=-\varepsilon P_c$. Near the endpoint the cubic term in (24) balances this, giving $x\simeq-(\varepsilon P_c/2b)^{1/3}$. The stiffness becomes $\chi^{-1}\simeq6bx^2$, which varies as $\varepsilon^{2/3}$; the term $\varepsilon$ is smaller. The susceptibility still diverges, but with exponent $2/3$ instead of $1$. This limit is approached slowly, because the relative correction is of order $|x|/P_c\propto\varepsilon^{1/3}$: at $\varepsilon=0.01\,b^2/c$ the local exponent is about $0.60$, and at $\varepsilon=10^{-4}\,b^2/c$ about $0.65$.

**Jump on the first-order line.** Let $s^2=6b/(5c)-\delta$. Equation (18) gives $(P_2-P_1)^2=5\delta/3$. The derivative in (20), taken at the endpoint, is $4b/3-b/2=5b/6$, so $a_c-a\simeq5b\delta/6$. Eliminating $\delta$,

$$P_2-P_1\simeq\sqrt{\frac{2(a_c-a)}{b}}. \tag{27}$$

**Hysteresis.** For $\varepsilon<0$ the leading terms of (24) have extrema at $x=\pm\sqrt{|\varepsilon|/(6b)}$. Since $2bx^2=|\varepsilon|/3$ there, $\eta=-\tfrac23|\varepsilon|x$. The spinodal fields are thus separated by

$$\Delta E\simeq\frac43\,\frac{(a_c-a)^{3/2}}{\sqrt{6b}}. \tag{28}$$

This is the width of the hysteresis loop at constant temperature if each phase survives to its limit of stability. Nucleation of the new phase makes the loop narrower. The width closes faster than the jump (27), so near the endpoint a clear step in $P$ can come with little hysteresis.

## The tricritical limit

Let $b\to0^+$ at fixed $c$. Then $a_c$ and $a_0$ vanish as $b^2$, $P_c$ as $b^{1/2}$ and $E_c$ as $b^{5/2}$. The triple point and both endpoints merge at $a=E=0$, the tricritical point. Since $P_c=(a_c/5c)^{1/4}$ and $b^2/c=20a_c/9$, eliminating $b$ from (9) gives the path of the endpoints:

$$E_c=\frac8{15}a_cP_c=\frac{8}{15}\,\frac{a_c^{5/4}}{(5c)^{1/4}}. \tag{29}$$

If $b$ is negative, the quartic term in (1) is positive. Then $F'''=0$ has the single real root $P=0$, and the critical point is the ordinary continuous transition at $a=E=0$.

If $b$ and $c$ vary with temperature, (7)–(9) still hold with their values at the endpoint, because (6) contains no temperature derivative. The condition $a(T)=9b(T)^2/[20c(T)]$ must then be solved for $T$. Adding a $P^8$ term to (1) changes the derivatives (3)–(5) and moves the endpoint; the comparison that counts is in these derivatives, where the higher power carries a larger factor than in $F$ itself. A term $dP^8/8$ with $d=0.1\,c^2/b$ is only 2.3% of the $P^6$ term of $F$ at $P_c$, yet it lowers $a_c$ by about 4% and $E_c$ by about 6%.

## Worked example

Take round model parameters, not those of a particular material: $T_0=400$ K, $\alpha=6\times10^5$ J m C$^{-2}$ K$^{-1}$, $b=8\times10^8$ J m$^5$ C$^{-4}$ and $c=1.2\times10^{10}$ J m$^9$ C$^{-6}$. Then $b^2/c=5.333\times10^7$ J m C$^{-2}$, and

$$a_c=0.45\times5.333\times10^7=2.40\times10^7\ \text{J m C}^{-2},\qquad
T_c=400+\frac{2.40\times10^7}{6\times10^5}=440\ \text{K},$$

$$P_c=\sqrt{\frac{3\times8\times10^8}{10\times1.2\times10^{10}}}=\sqrt{0.020}=0.1414\ \text{C/m}^2,$$

$$E_c=0.24\times5.333\times10^7\times0.1414=1.81\times10^6\ \text{V/m}=18.1\ \text{kV/cm}.$$

The zero-field transition is at $416.67$ K, with a jump of $0.2236$ C/m$^2$, and the superheating limit is at $422.22$ K. The endpoint lies $23.33$ K above the zero-field transition.

At $430$ K, $a=1.8\times10^7$ J m C$^{-2}$. Equation (21) gives $s^2=0.9(0.03333+0.04444)=0.0700$ C$^2$/m$^4$, and (15) gives $m=0.04667-0.03333=0.01333$ C$^2$/m$^4$. With $s=0.2646$ C/m$^2$, (16) yields

$$E=\frac{1.2\times10^{10}}3\times0.01852\times0.01333=9.88\times10^5\ \text{V/m}=9.88\ \text{kV/cm}.$$

The polarizations are $(0.2646\pm0.1291)/2$, or $0.0677$ and $0.1968$ C/m$^2$. The numerical output lists the same field and polarizations, found by equating the energies of two minima.

The jump at $430$ K is $0.129$ C/m$^2$, while the leading law (27) gives $\sqrt{2\times6\times10^6/(8\times10^8)}=0.122$ C/m$^2$, about 5% below the full result. At $439$ K the two values agree to within about 1%: $0.0389$ and $0.0387$ C/m$^2$.

The spinodal polarizations at $430$ K follow from (11): $P_\pm^2=0.020\pm0.010$ C$^2$/m$^4$, so $P_-=0.1000$ and $P_+=0.1732$ C/m$^2$. Their fields are $11.20$ and $8.31$ kV/cm, on either side of the equilibrium field. Their separation is $2.89$ kV/cm; the leading law (28) gives $2.83$ kV/cm.

The line reaches the endpoint with slope $\alpha P_c=0.849$ kV/cm per kelvin. Continued $10$ K beyond it, the straight path $\eta=0$ reaches $18.10+8.49=26.59$ kV/cm. There $a-a_c=6\times10^6$ J m C$^{-2}$, and (26) gives $\chi/\varepsilon_0=1.88\times10^4$, where $\varepsilon_0$ is the vacuum permittivity.

The endpoint found from finite differences of $F$ has $a_c=2.39999\times10^7$ J m C$^{-2}$, slightly below the formula. A centred second difference with step $h$ exceeds $F''$ by $h^2F''''/12$ to leading order. At $P_c$ this is $h^2b$, so the computed curvature reaches zero at a slightly smaller $a$, which accounts for the sign of the difference.

## Calculated quantities

```
T0 = 400.0 K
alpha = 6.000e+05 J m C^-2 K^-1
b = 8.000e+08 J m^5 C^-4
c = 1.200e+10 J m^9 C^-6
zero-field transition: a_0 = 1.0000e+07 J m C^-2
zero-field transition: T = 416.67 K
zero-field jump of P = 0.2236 C/m^2
superheating limit: a = 1.3333e+07 J m C^-2
superheating limit: T = 422.22 K
endpoint, formula: a_c = 2.40000e+07 J m C^-2
endpoint, numerical: a_c = 2.39999e+07 J m C^-2
endpoint, formula: P_c = 0.14142 C/m^2
endpoint, numerical: P_c = 0.14142 C/m^2
endpoint, formula: E_c = 18.1019 kV/cm
endpoint, numerical: E_c = 18.1019 kV/cm
endpoint: E_c = 1.8102e+06 V/m
endpoint: T_c = 440.00 K
endpoint minus zero-field transition = 23.33 K
line slope at endpoint = 0.8485 kV/cm per K
first-order line: T (K), E (kV/cm), P1, P2 (C/m^2)
  420.0  2.3100  0.0198  0.2178
  425.0  5.9940  0.0445  0.2083
  430.0  9.8775  0.0677  0.1968
  435.0  13.9215  0.0928  0.1815
  439.0  17.2558  0.1212  0.1601
spinodals at 430.0 K: P = 0.1000 and 0.1732 C/m^2
upper spinodal field at 430.0 K = 11.2000 kV/cm
lower spinodal field at 430.0 K = 8.3138 kV/cm
path point 10.0 K above T_c: E = 26.5872 kV/cm
dP/dE / epsilon_0 there = 1.8823e+04 (no unit)
```
